A coil of wire spins about its axis and is brought to rest. While it slows down, the mobile charges tend to run on, and a current pulse passes through the wire. This is the Tolman-Stewart experiment. The pulse seems to offer a way of weighing the carriers. A particle of mass $M$ and charge $q$ in a body with acceleration $\mathbf a$ feels the inertial force $-M\mathbf a$, as if there were a field $-M\mathbf a/q$. If the carriers in a metal have a band mass $m^*$, should that mass not appear here? And if the Hall effect shows positive carriers, should the pulse not reverse?

Neither happens. A model crystal in which both expectations can be checked shows why.

## A crystal with both kinds of carrier

I set $\hbar=1$ and keep the free-electron mass $m$ and the elementary charge $e>0$ visible; the electron charge is $-e$. The crystal is planar and square, with lattice constant $d=3$ Å and potential $2u[\cos(gx)+\cos(gy)]$, where $g=2\pi/d$ and $u=2$ eV. The energy is a sum $\varepsilon(k_x)+\varepsilon(k_y)$ of one-dimensional band energies. The one-dimensional band is 2.53 eV wide, and the gap above it is 3.99 eV. The lowest planar band is therefore separated from the next by $3.986-2.533=1.453$ eV.

With $1/m^*=d^2\varepsilon/dk^2$, the band mass is $1.116\,m$ at the bottom and $-0.307\,m$ at the top. The expected fields would be $1.116\,ma/e$ for electrons at the bottom and $-0.307\,ma/e$ for holes at the top, that is, for carriers of charge $+e$ and mass $0.307\,m$.

### One electron in a moving lattice

Let the lattice start from rest and be displaced by $X(t)$ along $x$, with $V=\dot X$ and $a=\dot V$. In the laboratory,

$$H(t)=\frac{p^2}{2m}+U(x-X(t)).$$

At every instant $H(t)$ is periodic in $x$ with period $d$. The Bloch condition $\psi(x+d)=e^{ikd}\psi(x)$ is therefore preserved, and the laboratory wavenumber $k$ stays constant.

In the lattice frame, the coordinate is $x'=x-X$ and each momentum is lowered by $mV$. Apart from a phase depending on time alone, the wavefunction is

$$\phi(x')=e^{-imVx'}\psi(x'+X),\qquad \phi(x'+d)=e^{i(k-mV)d}\phi(x').$$

The wavenumber in the lattice frame is thus

$$k'=k-mV,\qquad \frac{dk'}{dt}=-ma. \tag{1}$$

An electric field in a lattice at rest gives $dk'/dt=-eE$. The two agree if $E=ma/e$. The mass in (1) is the free mass, because it comes from the change of reference frame, which knows nothing of the potential.

If the acceleration is slow enough to cause no transitions across the gap, the electron stays in its band. Its velocity relative to the lattice follows from the Hamiltonian for the periodic part of the Bloch function, $H_{k'}=(p+k')^2/2m+U$. The derivative of an eigenvalue is the expectation value of the derivative of the Hamiltonian:

$$\frac{d\varepsilon}{dk'}=\Big\langle\frac{p+k'}{m}\Big\rangle=v(k').$$

Hence $v_{\rm rel}=v(k-mV)$, and

$$\frac{dv_{\rm rel}}{dt}=\frac{d^2\varepsilon}{dk'^2}\frac{dk'}{dt}=-\frac{m}{m^*}\,a. \tag{2}$$

The band mass does appear, but in the response to the force. The force itself is $-ma$.

The numerical output follows Bloch states in the laboratory while the lattice is brought to $2.19\times10^{14}$ Å/s, a speed chosen large to make the effect visible. An electron from the band bottom ends with $v_{\rm rel}=-0.896\,V$, in agreement with $-m/m^*=-0.896$. It lags behind the lattice. An electron from the band top ends with $v_{\rm rel}=+3.246\,V$: it runs ahead. Here $-m/m^*=3.258$ is slightly too large, because the curvature changes over the finite shift $mV=0.0189$ Å$^{-1}$; the band velocity at the shifted wavenumber gives 3.246.

Two limits help in reading (2). For a vanishing potential, $m^*=m$, and an electron initially at rest has $v_{\rm rel}=-V$: it stays at rest in the laboratory. For a very flat band, $|m^*|\to\infty$ and $v_{\rm rel}\to0$: the lattice carries the electron along. A full band is also carried along, since the sum of $v(k-mV)$ over a whole period of the band vanishes.

### The current pulse

Now let scattering act. The scatterers move with the lattice, so the distribution $f$ relaxes towards the equilibrium $f_0$ of the lattice frame, with relaxation time $\tau$. Let $\sum$ denote the sum over the states of the band, spin included, per unit area. With a total effective field $E$ along $x$,

$$\frac{\partial f}{\partial t}-eE\frac{\partial f}{\partial k_x}=-\frac{f-f_0}{\tau}.$$

Multiply by $-ev_x$ and sum. The current density relative to the lattice is $j=-e\sum v_xf$, and $f_0$ carries none, so

$$\frac{dj}{dt}+e^2E\sum v_x\frac{\partial f}{\partial k_x}=-\frac{j}{\tau}.$$

To first order in $E$, $f$ may be replaced by $f_0$ in the second term. Since $\partial f_0/\partial k_x=f_0'v_x$, with the prime denoting an energy derivative,

$$\tau\frac{dj}{dt}+j=\sigma E,\qquad \sigma=e^2\tau\sum(-f_0')v_x^2. \tag{3}$$

The conductivity $\sigma$ is positive for any partial filling, because $-f_0'$ and $v_x^2$ are not negative. A steady acceleration gives $j=\sigma ma/e$, in the direction of $a$ for electron-like and hole-like fillings alike.

In a closed wire of uniform cross-section $A_w$ (a width, for the planar crystal) and length $L$, self-inductance adds a back field $-\ell\,dj/dt$, where $\ell$ is the inductance times $A_w/L$. With $E=ma/e-\ell\,dj/dt$, equation (3) becomes

$$(\tau+\ell\sigma)\frac{dj}{dt}+j=\sigma\frac{m}{e}\frac{dV}{dt}.$$

Integrate over the whole pulse. The current is zero before and after, so the first term drops out. With $\Delta V$ the change of velocity, $Q=A_w\int j\,dt$ and $R=L/(\sigma A_w)$,

$$Q=A_w\sigma\frac{m}{e}\Delta V=\frac{m}{e}\frac{L\,\Delta V}{R},\qquad \frac{QR}{L\,\Delta V}=\frac me. \tag{4}$$

The band mass is contained in $\sigma$, hence in both $Q$ and $R$, and cancels from the product. It can still influence the duration of the pulse, through $\ell\sigma$.

The crystal was filled with 0.3 and with 1.7 electrons per cell, at $k_BT=0.1$ eV. The transport masses $ne^2\tau/\sigma$, with $n$ the electron density, are $1.16\,m$ and $4.09\,m$. Direct integration of the Boltzmann equation, with the field $ma/e$ of (1) as input and a braking pulse $a\propto1-\cos(2\pi t/t_s)$ of length $t_s=9.68\times10^{-14}$ s, gave $QR/(L\Delta V)=+m/e$ within $3\times10^{-5}$, relative to $m/e$, for both fillings, two relaxation times and a case with inductance. This checks the cancellation in (4); the value of the field itself is tested by the runs with a moving lattice. The shape did change. At $\tau=9.68\times10^{-15}$ s the peak current was 0.92 of $\sigma$ times the largest inertial field; with $\ell\sigma=3\tau$ it fell to 0.61, as expected when the response time grows from $\tau$ to $4\tau$. Both numbers depend on $t_s$, and these times are chosen to make the effect visible. For the laboratory coil below, wound with a radius of about 0.1 m, $\ell\sigma$ (the inductance over $R$) is of order $10^{-5}$ s. That is about $10^9\tau$ but short compared with the 0.05 s of braking, so there the pulse simply follows the braking.

### The Hall effect of the same crystal

It remains to show that the second filling really is hole-like. Add a weak magnetic field $B$ along $z$ and write $f=f_0+h$. In the steady state, with $d\mathbf k/dt=-e(\mathbf E+\mathbf v\times\mathbf B)$,

$$h=e\tau(\mathbf E+\mathbf v\times\mathbf B)\cdot\nabla_k(f_0+h).$$

The magnetic term acting on $f_0$ vanishes, because $\nabla_kf_0=f_0'\mathbf v$ is perpendicular to $\mathbf v\times\mathbf B$. Keep only terms of first order in the electric field, which removes $\mathbf E\cdot\nabla_kh$. For a field $E_y$, the part of $h$ independent of $B$ is $h_0=e\tau f_0'v_yE_y$. The part linear in $B$ is $h_1=e\tau(\mathbf v\times\mathbf B)\cdot\nabla_kh_0$. The derivative of $f_0'$ is again parallel to $\mathbf v$ and drops out. In this separable band $v_y$ depends on $k_y$ alone, and $(\mathbf v\times\mathbf B)_y=-v_xB$, so

$$h_1=-e^2\tau^2B\,f_0'\,v_x\frac{\partial^2\varepsilon}{\partial k_y^2}E_y.$$

From $j_x=-e\sum v_xh_1$,

$$\sigma_{xy}=-e^3\tau^2B\sum(-f_0')v_x^2\frac{\partial^2\varepsilon}{\partial k_y^2}. \tag{5}$$

Exchanging $x$ and $y$ reverses the sign of the component of $\mathbf v\times\mathbf B$, so $\sigma_{yx}=-\sigma_{xy}$. The condition $j_y=-\sigma_{xy}E_x+\sigma E_y=0$ gives $E_y=\sigma_{xy}E_x/\sigma$. To first order in $B$, $j_x=\sigma E_x$, and the Hall coefficient is

$$R_H=\frac{E_y}{j_xB}=\frac{\sigma_{xy}}{B\sigma^2}.$$

Unlike (3), equation (5) contains the curvature of the band, which can have either sign. The results are $R_H=-30.0$ Å$^2/e$ for 0.3 electrons per cell and $+20.4$ Å$^2/e$ for 1.7. Integrated cyclotron orbits confirm both. The second value differs from the $9/0.3=30$ Å$^2/e$ of 0.3 holes per cell with constant mass, because the hole Fermi line is warped: at zero temperature the speed $|\mathbf v|$ varies by a factor 1.6 around it, against 1.02 for the electron filling. A varying curvature alone would not do this. For an isotropic band with constant $\tau$ at zero temperature, $|R_H|$ is the inverse of $e$ times the carrier density, however the curvature changes with energy.

One crystal, at two fillings, thus gives two Hall signs and two transport masses, but one inertial field $ma/e$. This refutes the expectation that the experiment reads off the band mass or the Hall sign.

## The general statement

The model used one band and a relaxation time. The inertial field needs neither.

**Statement.** Nonrelativistic electrons move in a local potential $U$ of any form, carried rigidly with velocity $\mathbf V(t)$, and interact through an energy $W$ that depends on their separations. In the frame of the lattice they behave as electrons in a lattice at rest, subject to the additional uniform field

$$\mathbf E_{\rm in}=\frac{m}{e}\,\mathbf a,\qquad \mathbf a=\frac{d\mathbf V}{dt}.$$

**Proof.** The laboratory Hamiltonian for $N$ electrons is

$$H=\sum_i\left[\frac{\mathbf p_i^2}{2m}+U(\mathbf r_i-\mathbf X(t))\right]+W.$$

Let $\mathbf P=\sum_i\mathbf p_i$ and write $\psi=T\phi$ with $T=e^{-i\mathbf X\cdot\mathbf P}$. This operator shifts all electrons by $\mathbf X$, so $T^\dagger\mathbf r_iT=\mathbf r_i+\mathbf X$. It leaves the momenta and $W$ unchanged and turns $U(\mathbf r_i-\mathbf X)$ into $U(\mathbf r_i)$. Since $i\,\partial T/\partial t=T\,\mathbf V\cdot\mathbf P$, the Schrödinger equation $i\,\partial\psi/\partial t=H\psi$ becomes

$$i\frac{\partial\phi}{\partial t}=\left(T^\dagger HT-\mathbf V\cdot\mathbf P\right)\phi.$$

Complete the square for each electron:

$$\frac{\mathbf p_i^2}{2m}-\mathbf V\cdot\mathbf p_i=\frac{(\mathbf p_i-m\mathbf V)^2}{2m}-\frac{mV^2}{2}.$$

The last term depends on time alone and changes just the phase of $\phi$. The Hamiltonian in the lattice frame is therefore

$$H'=\sum_i\left[\frac{(\mathbf p_i-m\mathbf V)^2}{2m}+U(\mathbf r_i)\right]+W. \tag{6}$$

A charge $-e$ in a vector potential $\mathbf A$ has kinetic energy $(\mathbf p+e\mathbf A)^2/2m$. Comparison gives $\mathbf A=-m\mathbf V/e$, and $\mathbf E=-\partial\mathbf A/\partial t=m\mathbf a/e$. The velocity operator of (6), $(\mathbf p_i-m\mathbf V)/m$, is the laboratory velocity minus $\mathbf V$, so the current it yields is the current relative to the lattice. This completes the proof.

No periodicity was used: $U$ may include impurities that move with the lattice. Nor was the acceleration assumed small. The output includes a test with two interacting electrons in an asymmetric lattice potential, brought to $6.6\times10^{15}$ Å/s. Their mean velocity relative to the lattice agrees with that in a lattice at rest under the field $ma/e$ to within $4\times10^8$ Å/s. With half that field, the mismatch reaches $4\times10^{15}$ Å/s.

The sign of the result is fixed by the sign of the electron charge. A hole is a way of counting the electrons missing from a band, and the inertial force acts on the electrons that are there.

## From the field to a closed coil

The emf around a closed wire is $(m/e)\oint\mathbf a\cdot d\mathbf l$. If the whole loop is accelerated uniformly, this is zero, because $\oint d\mathbf l=0$. The coil has to turn.

For angular velocity $\boldsymbol\Omega$, passage to the rotating frame subtracts $\boldsymbol\Omega\cdot\mathbf L_i$ for each electron, with $\mathbf L_i=\mathbf r_i\times\mathbf p_i$; here $W$ must depend on distances, as the Coulomb energy does. Because $\boldsymbol\Omega\times\mathbf r$ has no divergence, it commutes with $\mathbf p$ in the scalar product, and $(\boldsymbol\Omega\times\mathbf r)\cdot\mathbf p=\boldsymbol\Omega\cdot\mathbf L$. Expanding the square then gives

$$\frac{p^2}{2m}-\boldsymbol\Omega\cdot\mathbf L=\frac{(\mathbf p-m\boldsymbol\Omega\times\mathbf r)^2}{2m}-\frac m2(\boldsymbol\Omega\times\mathbf r)^2.$$

The last term is the centrifugal potential; its gradient gives no emf around a loop. The vector potential is $\mathbf A=-(m/e)\boldsymbol\Omega\times\mathbf r$, so with $\boldsymbol\alpha=d\boldsymbol\Omega/dt$ the field is $(m/e)\boldsymbol\alpha\times\mathbf r$. Its curl is $2m\boldsymbol\alpha/e$. By Stokes' theorem, a plane loop of area $S$ perpendicular to the axis has emf $2m\alpha S/e$. For $N_t$ circular turns of radius $\rho$, the rim acceleration is $a=\alpha\rho$ and $L=2\pi\rho N_t$, so

$$\text{emf}=\frac{2m\alpha}{e}\pi\rho^2N_t=\frac{m}{e}\,aL.$$

The curl of $\mathbf A$ also acts as a magnetic field $-2m\boldsymbol\Omega/e$, the Coriolis force. It is perpendicular to the velocity and, to first order, produces a transverse Hall field in a thin wire, not an emf along it.

Take 10 m of wire, that is $10^{11}$ Å, with rim speed $5\times10^{11}$ Å/s and acceleration $a=-10^{13}$ Å/s$^2$. The coil stops in $5\times10^{11}/10^{13}=0.05$ s. With $m=5.686\times10^{-32}$ eV s$^2$/Å$^2$,

$$\frac{ma}{e}=-5.686\times10^{-19}\ \text{V/Å}=-5.686\times10^{-9}\ \text{V/m}.$$

The emf is this field times $10^{11}$ Å, or $-5.69\times10^{-8}$ V. For a resistance of 10 ohm,

$$Q=\frac{(-5.69\times10^{-8}\ \text{V})(0.05\ \text{s})}{10\ \text{ohm}}=-2.84\times10^{-10}\ \text{C}=-1.77\times10^{9}\,e.$$

The minus sign means that the conventional current runs against the original motion: $1.77\times10^9$ electrons pass forward through each cross-section. The band masses of the model would have predicted $-6.35\times10^{-19}$ V/Å at the bottom and $+1.75\times10^{-19}$ V/Å at the top, the latter with the opposite sign.

## Conditions

$\mathbf E_{\rm in}$ is an effective field, not an electrostatic one. In an open, uniform and unstrained wire at equilibrium, charge gathers at the ends until the total force on an electron vanishes: $-e\mathbf E_{\rm es}-m\mathbf a=0$. The electrostatic field is then $\mathbf E_{\rm es}=-m\mathbf a/e$, opposite to $\mathbf E_{\rm in}$.

A real lattice is also strained by its own inertia, and strain shifts the electron energies. The strain is set by the inertia of the heavy ions, so in an open metal wire its contribution to the electrostatic field can be far larger than $ma/e$ and of opposite sign to $-m\mathbf a/e$. The field given above is therefore that of an unstrained lattice, not a prediction for a real open wire. In a closed wire of uniform material the shift is a single-valued function of position, and its gradient integrates to zero around the loop. Strain can still act through the area of the coil. A free copper ring at 50 m/s is stretched by about $2\times10^{-4}$; for the coil above with radius 0.1 m in an axial field of $5\times10^{-5}$ T, like the Earth's, the flux changes by about $10^{-8}$ V s on stopping, more than the signal $|Q|R=2.8\times10^{-9}$ V s. Equation (4) applies to a real coil only when stray fields are cancelled.

The proof treats the lattice as rigid. Scattering by its vibrations enters here through the assumption that the electrons relax towards equilibrium in the lattice frame. Spin-orbit coupling is left out as well: with it the velocity is no longer $\mathbf p/m$, and the completed square in (6) does not cover the extra term.

## Values computed for the example and the checks

```
Lattice constant: 3.000 angstrom
Potential amplitude u: 2.000 eV
Thermal energy kT: 0.100 eV
1D band width: 2.5327 eV
1D band gap: 3.9857 eV
Band mass at bottom: 1.1163 m
Band mass at top: -0.3069 m
Pair test, final lattice speed: 6.5631e+15 angstrom/s
Pair test, largest mismatch, field m a/e: 3.64e+08 angstrom/s
Pair test, largest mismatch, half field: 4.37e+15 angstrom/s
Bloch test, final lattice speed: 2.1877e+14 angstrom/s
Bloch test, crystal momentum shift: -0.01890 1/angstrom
Relative velocity / lattice speed, band bottom: -0.8957
  -m/m* at bottom: -0.8958
Relative velocity / lattice speed, band top: 3.2458
  band velocity at shifted k / lattice speed: 3.2458
  -m/m* at top: 3.2581
Full band, mean relative velocity / lattice speed: 4.5e-05
Bloch test, largest mismatch / lattice speed: 1.4e-04
Filling: 0.3 electrons per cell
  chemical potential above band bottom: 0.7014 eV
  transport mass n e^2 tau/sigma: 1.1633 m
  Hall coefficient from orbits: -29.978 angstrom^2/e
  Hall coefficient from formula: -29.980 angstrom^2/e
  tau 9.676e-15 s, inductive/kinetic 0: QR/(L dV) = +1.00000 m/e, peak j/(sigma E_in,max) = 0.9230
  tau 2.419e-15 s, inductive/kinetic 0: QR/(L dV) = +1.00000 m/e, peak j/(sigma E_in,max) = 0.9939
  tau 9.676e-15 s, inductive/kinetic 3: QR/(L dV) = +1.00000 m/e, peak j/(sigma E_in,max) = 0.6103
Filling: 1.7 electrons per cell
  chemical potential above band bottom: 3.5080 eV
  transport mass n e^2 tau/sigma: 4.0944 m
  Hall coefficient from orbits: +20.433 angstrom^2/e
  Hall coefficient from formula: +20.427 angstrom^2/e
  tau 9.676e-15 s, inductive/kinetic 0: QR/(L dV) = +0.99998 m/e, peak j/(sigma E_in,max) = 0.9229
  tau 2.419e-15 s, inductive/kinetic 0: QR/(L dV) = +1.00000 m/e, peak j/(sigma E_in,max) = 0.9939
  tau 9.676e-15 s, inductive/kinetic 3: QR/(L dV) = +0.99999 m/e, peak j/(sigma E_in,max) = 0.6103
Coil acceleration: -1.000e+13 angstrom/s^2
Coil wire length: 1.000e+11 angstrom
Coil initial rim speed: 5.000e+11 angstrom/s
Coil stopping time: 0.0500 s
Coil resistance: 10.0 ohm
Free electron mass: 5.68563e-32 eV s^2/angstrom^2
Inertial field m a/e: -5.6856e-19 V/angstrom = -5.6856e-09 V/m
Wrong field with bottom band mass: -6.3470e-19 V/angstrom
Wrong field with top band mass: 1.7451e-19 V/angstrom
Coil emf: -5.6856e-08 V
Transferred charge: -2.8428e-10 C = -1.7743e+09 e
```
